# When a Maxwell Relation Misjudges the Electrocaloric Effect: a program that tests the result

```python
"""
Result under test: the Maxwell estimate int (dP/dT)_E dE made from polarization
that is not in equilibrium can have the wrong sign and an impossible size.
For runs with an internal variable xi and affinity A = -dg/dxi,
   ds/dE = dP/dT + A_T xi_E - A_E xi_T   (derivatives along the runs).
Model: independent two-well polar regions of volume v and moment p = P0 v,
barrier W, attempt rate nu, mean orientation m, polarization P = P0 m.
Entropy density is lattice part + (k/v) sigma(m); heat capacity density is c.
The field E rises linearly from zero to E_max in the time ramp_time.
All internal quantities are SI; printed quantities use engineering units.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp, trapezoid
from scipy.special import xlogy

k = const.k
eV = const.e
P0 = 0.30
volume = 8e-27
moment = P0 * volume
barrier = 0.50 * eV
attempt = 1e12
heat_cap = 3.0e6
E_max = 2.0e6
ramp_time = 0.025
steps = 2000
k_v = k / volume
cap = k_v * np.log(2)
up_fields = np.linspace(0, E_max, steps + 1)
half_dT = 0.25


def mixing(m):
    a, b = (1 + m) / 2, (1 - m) / 2
    return -xlogy(a, a) - xlogy(b, b)


def relax(T, fields, dt, start=0.0, W=barrier):
    """Exponential integration, equilibrium value linear within each step."""
    T, W = np.broadcast_arrays(np.asarray(T, float), W)
    m = np.zeros(T.shape) + start
    history = [m]
    base = 2 * attempt * np.exp(-W / (k * T))
    q0 = np.tanh(moment * fields[0] / (k * T))
    for e0, e1 in zip(fields[:-1], fields[1:]):
        turn = base * np.cosh(moment * (e0 + e1) / (2 * k * T)) * dt
        q1 = np.tanh(moment * e1 / (k * T))
        loss = np.expm1(-turn)
        m = q1 + (m - q0) * (1 + loss) + (q1 - q0) / turn * loss
        q0 = q1
        history.append(m)
    return np.array(history)


def maxwell(T, fields=up_fields, duration=ramp_time):
    """Entropy change an experimenter would infer from the P(E,T) runs."""
    T = np.asarray(T, float)
    dt = duration / (len(fields) - 1)
    areas = [P0 * trapezoid(relax(T + d, fields, dt), fields, axis=0)
             for d in (-half_dT, half_dT)]
    return (areas[1] - areas[0]) / (2 * half_dT)


def equilibrium_entropy(T, field):
    x = moment * field / (k * T)
    return k_v * (np.log(np.cosh(x)) - x * np.tanh(x))


# ---- General identity, symbolic, with a deliberately arbitrary run family
Ts, Es, xi = sp.symbols("T E xi", positive=True)
g = ((Ts - 1) * xi**2 / 2 + xi**4 / 4 - Es * xi + Ts * Es * xi**2 / 3
     - Ts * sp.log(Ts) - Ts * Es**2 / 5)
s_x, P_x, A_x = -sp.diff(g, Ts), -sp.diff(g, Es), -sp.diff(g, xi)
path = Ts**2 * Es + sp.sin(Es * Ts)
s_r, P_r, A_r = [f.subs(xi, path) for f in (s_x, P_x, A_x)]
extra = (sp.diff(A_r, Ts) * sp.diff(path, Es)
         - sp.diff(A_r, Es) * sp.diff(path, Ts))
gap = sp.diff(s_r, Es) - sp.diff(P_r, Ts)
assert sp.simplify(sp.expand(gap - extra)) == 0
assert abs(float(gap.subs({Ts: 1.3, Es: 0.7}))) > 0.01
frozen = sp.Rational(1, 3)
assert sp.simplify(sp.diff(s_x.subs(xi, frozen), Es)
                   - sp.diff(P_x.subs(xi, frozen), Ts)) == 0
assert sp.simplify(A_x.subs(xi, frozen)) != 0

# ---- Depoled start, rising field, many temperatures
temps = np.arange(180.0, 401.0, 1.0)
dt = ramp_time / steps
runs = relax(temps, up_fields, dt)
eq_runs = np.tanh(moment * up_fields[:, None] / (k * temps))
true_s = k_v * (mixing(runs[-1]) - np.log(2))
max_s = maxwell(temps)
assert np.all(np.diff(runs, axis=0) > 0)
assert np.all(runs[1:] < eq_runs[1:])
assert np.all(true_s < 0)
low = temps <= 220
assert barrier > moment * E_max + k * 220
assert np.all(np.diff(runs[1:, low], axis=1) > 0)
assert np.all(max_s[low] > 0)
peak = int(np.argmax(max_s))
assert max_s[peak] > cap
flip = temps[np.where(max_s > 0)[0][-1] + 1]
bad = np.abs(max_s / true_s - 1) > 0.10
assert not bad[-1]
good_from = temps[np.where(bad)[0][-1] + 1]

# ---- Microscopic master equation: jump heat and entropy production
T_show = 240.0


def jumps(tau, y):
    x = moment * E_max * tau / (k * T_show)
    w = barrier / (k * T_show)
    to_up = attempt * np.exp(-w + x) * ramp_time * (1 - y[0])
    to_down = attempt * np.exp(-w - x) * ramp_time * y[0]
    net = to_up - to_down
    return [net, 2 * x * net, net * np.log(to_up / to_down)]


micro = solve_ivp(jumps, (0, 1), [0.5, 0, 0], method="Radau",
                  rtol=1e-9, atol=1e-11).y[:, -1]
i_show = int(np.where(temps == T_show)[0][0])
assert abs(2 * micro[0] - 1 - runs[-1, i_show]) < 1e-5
assert abs(k_v * (micro[2] - micro[1]) / true_s[i_show] - 1) < 1e-4
assert micro[2] > 0

# ---- Correction term from finite differences of affinity and orientation
near = T_show + np.array([-half_dT, 0, half_dT])
m_near = relax(near, up_fields, dt)
aff = P0 * up_fields[:, None] - k_v * near * np.arctanh(m_near)
A_E, A_T = np.gradient(aff, up_fields, near, edge_order=2)
m_E, m_T = np.gradient(m_near, up_fields, near, edge_order=2)
correction = trapezoid((A_T * m_E - A_E * m_T)[:, 1], up_fields)
assert abs(correction / (true_s[i_show] - max_s[i_show]) - 1) < 0.01


# ---- Frozen limit: closed form against the full kinetics
def frozen_area(T):
    X = moment * E_max / (k * T)
    G = 2 * attempt * np.exp(-barrier / (k * T)) * ramp_time
    return P0 * E_max * G * (np.sinh(X) - X) / X**2


T_cold = 185.0
i_cold = int(np.where(temps == T_cold)[0][0])
X_cold = moment * E_max / (k * T_cold)
G_cold = 2 * attempt * np.exp(-barrier / (k * T_cold)) * ramp_time
m_cold = G_cold * (np.cosh(X_cold) - 1) / X_cold
cold_slope = (frozen_area(T_cold + .01) - frozen_area(T_cold - .01)) / .02
assert abs(m_cold / runs[-1, i_cold] - 1) < 0.01
assert abs(cold_slope / max_s[i_cold] - 1) < 0.01

# ---- Small lag, weak field: amplification of the error
T_lag = 300.0
weak = up_fields * 0.01
G_lag = 2 * attempt * np.exp(-barrier / (k * T_lag)) * ramp_time
weak_eq = equilibrium_entropy(T_lag, weak[-1])
weak_m = relax(T_lag, weak, dt)[-1]
weak_true = k_v * (mixing(weak_m) - np.log(2)) / weak_eq
weak_max = maxwell(T_lag, weak) / weak_eq
lag_true = 1 - 2 / G_lag
lag_max = 1 - 2 * (barrier / (k * T_lag) + 1) / G_lag
assert abs(weak_true - lag_true) < 0.001
assert abs(weak_max - lag_max) < 0.005

# ---- Slower ramps recover equilibrium in this model
durations = [0.025, 2.5, 250.0]
slow = [float(maxwell(T_show, duration=t)) for t in durations]
eq_show = equilibrium_entropy(T_show, E_max)
assert abs(slow[-1] / eq_show - 1) < 0.01


# ---- Direct adiabatic temperature change, application then removal
def adiabatic(T0):
    state, rises = [0.0, 0.0], []
    for rising in (True, False):
        def rhs(tau, y):
            field = E_max * (tau if rising else 1 - tau)
            T = T0 + y[1]
            x = moment * field / (k * T)
            rate = 2 * attempt * np.exp(-barrier / (k * T)) * np.cosh(x)
            dm = rate * ramp_time * (np.tanh(x) - y[0])
            return [dm, P0 * field * dm / heat_cap]
        sol = solve_ivp(rhs, (0, 1), state, method="Radau",
                        rtol=1e-8, atol=1e-10)
        assert sol.success
        new = sol.y[:, -1]
        rises.append(new[1] - state[1])
        state = list(new)
        total = (heat_cap * np.log1p(new[1] / T0)
                 + k_v * (mixing(new[0]) - np.log(2)))
        assert total > -0.01
    return rises


table = [200.0, 220.0, 240.0, 280.0, 300.0, 340.0]
index = [int(np.where(temps == T)[0][0]) for T in table]
direct = [adiabatic(T) for T in table]
iso_rise = [P0 * trapezoid(up_fields, runs[:, i]) / heat_cap for i in index]
for rise, iso in zip(direct, iso_rise):
    assert rise[0] > 0 and abs(rise[0] / iso - 1) < 0.03

# ---- Steady bipolar loop, descending branch from E_max to zero
half_fields = np.linspace(-E_max, E_max, 2 * steps + 1)


def descending(T):
    zero = relax(T, half_fields, dt, 0.0)
    memory = relax(T, half_fields, dt, 1.0) - zero
    start = -zero[-1] / (1 + memory[-1])
    return -(zero + memory * start)


down_fields = -half_fields
part = slice(0, steps + 1)
loop = descending(temps)
loop_area = [-P0 * trapezoid(descending(temps + d)[part],
                             down_fields[part], axis=0)
             for d in (-half_dT, half_dT)]
loop_max = (loop_area[1] - loop_area[0]) / (2 * half_dT)
loop_off = np.array([P0 * trapezoid(down_fields[part], loop[part, i])
                     for i in range(len(temps))]) / heat_cap
cycle = np.concatenate([half_fields[steps:], down_fields[1:],
                        half_fields[1:]])
m_end = relax(T_show, cycle, dt)[-1]
for _ in range(3):
    m_end = relax(T_show, down_fields, dt, m_end)[-1]
    m_end = relax(T_show, half_fields, dt, m_end)[-1]
assert abs(m_end - loop[0, i_show]) < 1e-3
hi, lo = int(np.argmax(loop_max)), int(np.argmin(loop_max))
assert loop_max[hi] > cap and loop_max[lo] < -cap

# ---- Largest neglected effects at T_show
spread = 0.05 * eV
offsets = np.linspace(-4, 4, 61)
weights = np.exp(-offsets**2 / 2)
weights /= weights.sum()
many = relax(near[:, None], up_fields, dt,
             W=(barrier + spread * offsets)[None, :])
spread_area = P0 * trapezoid(many @ weights, up_fields, axis=0)
spread_max = (spread_area[2] - spread_area[0]) / (2 * half_dT)
spread_true = k_v * ((mixing(many[-1, 1]) - np.log(2)) @ weights)
assert spread_max > 0 > spread_true

weiss = 100.0


def coupled(T):
    def rhs(tau, y):
        x = (moment * E_max * tau + k * weiss * y[0]) / (k * T)
        rate = 2 * attempt * np.exp(-barrier / (k * T)) * np.cosh(x)
        return [rate * ramp_time * (np.tanh(x) - y[0]), P0 * E_max * y[0]]
    return solve_ivp(rhs, (0, 1), [0, 0], method="Radau",
                     rtol=1e-9, atol=1e-10).y[:, -1]


coupled_runs = [coupled(T) for T in near]
coupled_max = (coupled_runs[2][1] - coupled_runs[0][1]) / (2 * half_dT)
coupled_true = k_v * (mixing(coupled_runs[1][0]) - np.log(2))
assert coupled_max > 0 > coupled_true

vanish_T = 620.0
P0_slope = -P0 / (2 * (vanish_T - T_show))
P0_term = E_max * runs[-1, i_show] * P0_slope
background_slope = -1.0
background = 0.5 * const.epsilon_0 * background_slope * E_max**2
leak = 1e-10
leak_rise = leak * E_max**2 * ramp_time / (3 * heat_cap)
tunnel_T = const.hbar * attempt / k
breakdown = 1e7
self_heat = direct[table.index(T_show)][0] / iso_rise[table.index(T_show)] - 1

U = "mJ/(K cm3)"
print(f"P0 {P0*100:.0f} uC/cm2; region volume {volume*1e27:.0f} nm3")
print(f"barrier {barrier/eV:.2f} eV; attempt rate {attempt:.0e} 1/s")
print(f"heat capacity {heat_cap*1e-6:.1f} J/(K cm3)")
print(f"E_max {E_max*1e-5:.0f} kV/cm; ramp {ramp_time*1e3:.0f} ms")
print(f"p E_max {moment*E_max/eV:.4f} eV; kT at 240 K {k*240/eV:.4f} eV")
print(f"entropy bound k ln2/v: {cap*1e-3:.3f} {U}")
print("Depoled start: P and equilibrium P at E_max, uC/cm2")
for T, i in zip(table, index):
    print(f" {T:.0f} K: P {runs[-1,i]*P0*100:.3f}, "
          f"equilibrium {eq_runs[-1,i]*P0*100:.3f}")
print(f"Entropy change on application, {U}")
for T, i in zip(table, index):
    print(f" {T:.0f} K: Maxwell {max_s[i]*1e-3:+.4f}, "
          f"true {true_s[i]*1e-3:+.5f}")
print("Temperature change, mK: Maxwell on; direct on; direct off")
for T, i, r in zip(table, index, direct):
    print(f" {T:.0f} K: {-T*max_s[i]/heat_cap*1e3:+.2f}; "
          f"{r[0]*1e3:+.3f}; {r[1]*1e3:+.3f}")
print(f"largest false entropy rise {max_s[peak]*1e-3:.3f} {U} "
      f"at {temps[peak]:.0f} K")
print(f"Maxwell sign right from {flip:.0f} K (1 K grid)")
print(f"Maxwell error stays below 10% from {good_from:.0f} K")
print(f"240 K: heat released/T {k_v*micro[1]*1e-3:.4f} {U}")
print(f"240 K: entropy produced {k_v*micro[2]*1e-3:.4f} {U}")
print(f"240 K: integrated correction {correction*1e-3:+.4f} {U}")
print(f"Weak field {weak[-1]*1e-5:.1f} kV/cm, 300 K: G = {G_lag:.1f}")
print(f" lag 1/G {100/G_lag:.2f}%; W/kT+1 = {barrier/(k*T_lag)+1:.2f}")
print(f" true/equilibrium {weak_true:.4f}; formula {lag_true:.4f}")
print(f" Maxwell/equilibrium {weak_max:.4f}; formula {lag_max:.4f}")
for t, value in zip(durations, slow):
    print(f"240 K, ramp {t:g} s: Maxwell {value*1e-3:+.4f} {U}")
print(f"240 K, equilibrium entropy change {eq_show*1e-3:+.4f} {U}")
print(f"Bipolar loop {1/(4*ramp_time):.0f} Hz, removal from E_max to 0")
for j in (hi, lo):
    print(f" {temps[j]:.0f} K: Maxwell application {loop_max[j]*1e-3:+.3f} {U}")
    print(f"  removal: Maxwell {temps[j]*loop_max[j]/heat_cap*1e3:+.1f} mK, "
          f"heat/c {loop_off[j]*1e3:+.2f} mK")
print(f"Neglected, 240 K; entropies in {U}:")
print(f" barrier spread {spread/eV:.2f} eV: Maxwell {spread_max*1e-3:+.3f}, "
      f"true {spread_true*1e-3:+.3f}")
print(f" coupling {weiss:.0f} K: Maxwell {coupled_max*1e-3:+.3f}, "
      f"true {coupled_true*1e-3:+.3f}")
print(f" P0(T), rough vanishing at {vanish_T:.0f} K: {P0_term*1e-3:+.3f}")
print(f" background, rough slope {background_slope:.0f}/K: "
      f"{background*1e-3:+.4f}")
print(f" self-heating changes direct rise by {self_heat*100:+.2f}%")
print(f" leakage, rough {leak:.0e} S/m: {leak_rise*1e3:.1e} mK")
print(f" tunnelling crossover {tunnel_T:.1f} K; "
      f"E_max/rough breakdown {E_max/breakdown:.2f}")
print("checks complete")
```

Printed output:

```
P0 30 uC/cm2; region volume 8 nm3
barrier 0.50 eV; attempt rate 1e+12 1/s
heat capacity 3.0 J/(K cm3)
E_max 20 kV/cm; ramp 25 ms
p E_max 0.0300 eV; kT at 240 K 0.0207 eV
entropy bound k ln2/v: 1.196 mJ/(K cm3)
Depoled start: P and equilibrium P at E_max, uC/cm2
 200 K: P 0.416, equilibrium 28.201
 220 K: P 4.622, equilibrium 27.559
 240 K: P 19.972, equilibrium 26.862
 280 K: P 25.261, equilibrium 25.378
 300 K: P 24.587, equilibrium 24.620
 340 K: P 23.123, equilibrium 23.127
Entropy change on application, mJ/(K cm3)
 200 K: Maxwell +0.3485, true -0.00017
 220 K: Maxwell +3.1471, true -0.02056
 240 K: Maxwell +8.7620, true -0.41736
 280 K: Maxwell -0.0865, true -0.71943
 300 K: Maxwell -0.5351, true -0.67328
 340 K: Maxwell -0.5711, true -0.58174
Temperature change, mK: Maxwell on; direct on; direct off
 200 K: -23.23; +1.930; +1.901
 220 K: -230.78; +21.011; +17.180
 240 K: -700.96; +80.824; +4.521
 280 K: +8.07; +70.018; -64.312
 300 K: +53.51; +68.035; -66.607
 340 K: +64.72; +65.992; -65.850
largest false entropy rise 8.762 mJ/(K cm3) at 240 K
Maxwell sign right from 279 K (1 K grid)
Maxwell error stays below 10% from 311 K
240 K: heat released/T 1.0083 mJ/(K cm3)
240 K: entropy produced 0.5909 mJ/(K cm3)
240 K: integrated correction -9.1795 mJ/(K cm3)
Weak field 0.2 kV/cm, 300 K: G = 199.2
 lag 1/G 0.50%; W/kT+1 = 20.34
 true/equilibrium 0.9900; formula 0.9900
 Maxwell/equilibrium 0.7978; formula 0.7958
240 K, ramp 0.025 s: Maxwell +8.7620 mJ/(K cm3)
240 K, ramp 2.5 s: Maxwell -0.5541 mJ/(K cm3)
240 K, ramp 250 s: Maxwell -0.8392 mJ/(K cm3)
240 K, equilibrium entropy change -0.8421 mJ/(K cm3)
Bipolar loop 10 Hz, removal from E_max to 0
 231 K: Maxwell application +21.527 mJ/(K cm3)
  removal: Maxwell +1657.6 mK, heat/c +39.04 mK
 252 K: Maxwell application -4.464 mJ/(K cm3)
  removal: Maxwell -375.0 mK, heat/c -37.32 mK
Neglected, 240 K; entropies in mJ/(K cm3):
 barrier spread 0.05 eV: Maxwell +4.107, true -0.419
 coupling 100 K: Maxwell +10.857, true -0.568
 P0(T), rough vanishing at 620 K: -0.526
 background, rough slope -1/K: -0.0177
 self-heating changes direct rise by +0.20%
 leakage, rough 1e-10 S/m: 1.1e-03 mK
 tunnelling crossover 7.6 K; E_max/rough breakdown 0.20
checks complete
```
